\section*{A Linear Scalar-Auxiliary-Variable Scheme for Polarization Gradient Flow}

\section{Dimensions, symmetry and the form of the answer}

A uniaxial ferroelectric with polarization $P$ along $z$ relaxes by
\begin{equation}
\partial_t P=-\Gamma\,\frac{\delta F}{\delta P},\qquad \Gamma>0 .
\end{equation}
Its local free energy density is $-\tfrac{\alpha}{2}P^2+\tfrac{\alpha}{4P_s^2}P^4+\tfrac G2|\nabla P|^2-EP$, with $\alpha,G>0$. These constants supply one time $\tau=1/(\Gamma\alpha)$, one squared length $\ell^2=G/\alpha$, one energy density $\alpha P_s^2$ and one field $\alpha P_s$. A time step can therefore matter only through the pure number $\Delta t/\tau$, and ``any step size'' means any positive value of it.

The reversal $(P,E)\to(-P,-E)$ leaves the energy unchanged. A scalar $r$ whose square stands for part of the energy can thus be taken even under reversal, and its derivative with respect to $P$ is then odd. The change of $r$ in a step is an odd field contracted with the odd increment of $P$, and the energy lost must be even. The scheme below has this form, and its loss is a sum of squares.

From here on $p=P/P_s$, time is in units of $\tau$, energy density in units of $\alpha P_s^2$, and $e=E/(\alpha P_s)$. Since $-\tfrac12p^2+\tfrac14p^4=\tfrac14(p^2-1)^2-\tfrac14$, dropping a constant gives
\begin{equation}
F=\int\Big[\tfrac14(p^2-1)^2+\tfrac{\ell^2}{2}|\nabla p|^2-ep\Big]+\tfrac12(p,Dp),
\label{F}
\end{equation}
and the flow is $\dot p=-\delta F/\delta p$.

\section{Assumptions}

The cell is two-dimensional and periodic, of area $|\Omega|$, with a uniform constant mean field $e$. It carries a fixed grid of spacing $h$ with inner product $(u,v)=h^2\sum uv$. Derivatives act as multipliers in Fourier space.

The operator $D$ is the depolarization energy. With constant background permittivities $\varepsilon_x,\varepsilon_b$, Gauss's law for the internal potential $\phi$ reads, for each wavevector,
\begin{equation}
\varepsilon_0(\varepsilon_xk_x^2+\varepsilon_bk_z^2)\phi_k+ik_zP_k=0 .
\end{equation}
Put this into the field energy $\tfrac12\varepsilon_0(\varepsilon_xk_x^2+\varepsilon_bk_z^2)|\phi_k|^2$ and divide by $\alpha P_s^2$. The result is $\tfrac12D(k)|p_k|^2$ with
\begin{equation}
D(k)=\frac{k_z^2}{\alpha\varepsilon_0(\varepsilon_xk_x^2+\varepsilon_bk_z^2)}\ge0,\qquad D(0)=0 .
\end{equation}
The second equality expresses short-circuited electrodes. A finite-difference Poisson solution on $32^2$ and $64^2$ points gave this energy with relative errors $9.0\times10^{-3}$ and $2.3\times10^{-3}$, the fourfold fall expected of second-order differences.

Choose $s>0$ and $C>0$ and define
\begin{align}
\mathcal L&=s-\ell^2\nabla^2+D, & E_1(p)&=\int\tfrac14(p^2-1-s)^2,\\
R(p)&=\sqrt{E_1(p)+C}, & b(p)&=\frac{p(p^2-1-s)}{R(p)} .
\end{align}
$\mathcal L$ is symmetric with $(u,\mathcal Lu)\ge s\|u\|^2$. Because $E_1\ge0$, the root is at least $\sqrt C$. Expanding the square,
\begin{equation}
\tfrac14(p^2-1)^2=\tfrac14(p^2-1-s)^2+\tfrac s2p^2-\tfrac14(2s+s^2),
\end{equation}
so that, with $K=|\Omega|(2s+s^2)/4$,
\begin{equation}
F=\tfrac12(p,\mathcal Lp)-(e,p)+E_1(p)-K .
\end{equation}
The modified energy replaces $E_1$ by $r^2-C$:
\begin{equation}
H(p,r)=\tfrac12(p,\mathcal Lp)-(e,p)+r^2-C-K .
\end{equation}
Subtracting the two,
\begin{equation}
H-F=r^2-R(p)^2 .
\label{gap}
\end{equation}
The derivative of $E_1$ is $p(p^2-1-s)=Rb$, so the chain rule gives $\dot R=(Rb,\dot p)/(2R)=\tfrac12(b,\dot p)$. The scheme discretizes this relation. Starting from $r=R(p)$, a step from $(p^0,r^0)$ to $(p^1,r^1)$, with $b=b(p^0)$, is
\begin{align}
p^1-p^0&=-\Delta t\,\mu^1,\qquad \mu^1=\mathcal Lp^1+r^1b-e,\label{s1}\\
r^1-r^0&=\tfrac12(b,p^1-p^0).\label{s2}
\end{align}

\section{The theorem}

\textbf{Theorem.} For every $\Delta t>0$ and every $(p^0,r^0)$:
(i) the step has a unique solution, obtained from two linear solves with the constant-coefficient operator $A=1+\Delta t\,\mathcal L$;
(ii) $H(p^1,r^1)\le H(p^0,r^0)$;
(iii) if the run starts from $r=R(p)$, then on a fixed grid and a fixed time interval $p$ and $r$ converge to the exact flow and its $R(p)$ with error $O(\Delta t)$.

\subsection*{Proof of (i)}

Let $\delta=p^1-p^0$. Insert $p^1=p^0+\delta$ and $r^1=r^0+\tfrac12(b,\delta)$ into \eqref{s1}, and collect the terms in $\delta$ on the left:
\begin{equation}
A\delta+\tfrac{\Delta t}{2}\,b\,(b,\delta)=-\Delta t\,m,\qquad m=\mathcal Lp^0+r^0b-e .
\label{rank}
\end{equation}
$A$ is positive definite. Solve $Aq=m$ and $Aw=b$. Then
\begin{equation}
\delta=-\Delta t\,q-\tfrac{\Delta t}{2}(b,\delta)\,w .
\end{equation}
The inner product with $b$ gives a scalar equation, whose solution is
\begin{equation}
(b,\delta)=\frac{-\Delta t\,(b,q)}{1+\tfrac{\Delta t}{2}(b,w)} .
\end{equation}
Since $(b,w)=(b,A^{-1}b)\ge0$, the denominator is at least one. Hence $\delta$, and then $r^1$, exist and are unique. $\square$

In Fourier space each solve is a division by $1+\Delta t[s+\ell^2k^2+D(k)]$, the same at every step. The nonlinearity enters through pointwise evaluation of $b$ at the known state, so no iteration is needed. A dense solution of the coupled equations for $p^1,\mu^1,r^1$ on a $6\times6$ grid, at $\Delta t=0.01$, $1$ and $50$, differed from this construction by at most $1.8\times10^{-15}$.

\subsection*{Proof of (ii)}

Take the inner product of $\mu^1$ with $\delta=-\Delta t\,\mu^1$:
\begin{equation}
-\Delta t\|\mu^1\|^2=(\mathcal Lp^1,\delta)+r^1(b,\delta)-(e,\delta).
\label{ip}
\end{equation}
Symmetry of $\mathcal L$ and $p^0=p^1-\delta$ give $(p^0,\mathcal Lp^0)=(p^1,\mathcal Lp^1)-2(\mathcal Lp^1,\delta)+(\delta,\mathcal L\delta)$, so
\begin{equation}
(\mathcal Lp^1,\delta)=\tfrac12(p^1,\mathcal Lp^1)-\tfrac12(p^0,\mathcal Lp^0)+\tfrac12(\delta,\mathcal L\delta).
\end{equation}
By \eqref{s2}, the second term of \eqref{ip} is
\begin{equation}
r^1(b,\delta)=2r^1(r^1-r^0)=(r^1)^2-(r^0)^2+(r^1-r^0)^2 .
\end{equation}
The differences of old and new quantities add up to $H^1-H^0$. Therefore
\begin{equation}
H^1-H^0=-\Delta t\|\mu^1\|^2-\tfrac12(\delta,\mathcal L\delta)-(r^1-r^0)^2\le0 .\qquad\square
\label{diss}
\end{equation}

The first term is the physical dissipation. The other two are second order in the increment and come from the discretization. Nothing in the proof requires $r^0=R(p^0)$. The identity was evaluated for random $p^0$ with $r^0=-5,0,12$ and $\Delta t$ from $10^{-3}$ to $10^6$; its largest error, relative to $|H^0|+|H^1|$, was $4.7\times10^{-16}$.

If the field changes from $e$ to $e'$ between steps, $H$ jumps by $-(e'-e,p)$, which can have either sign. Monotonic decay holds at fixed field.

\subsection*{Proof of (iii)}

\textbf{Lemma (bound).} At every step,
\begin{equation}
\tfrac s4\|p\|^2+r^2\le H^0+C+K+\|e\|^2/s .
\label{bound}
\end{equation}
Indeed $(p,\mathcal Lp)\ge s\|p\|^2$ and $(e,p)\le\tfrac s4\|p\|^2+\|e\|^2/s$, so the left side is at most $H+C+K+\|e\|^2/s$, and $H\le H^0$ by (ii), where $H^0$ is now the initial value. The exact flow with $r=R(p)$ obeys the same bound, because there $H=F$ and $\dot F=-\|\delta F/\delta p\|^2$.

The set \eqref{bound} is convex and bounded and does not depend on $\Delta t$. On it $\mu^1$ is bounded, because the grid is finite, so $\|\delta\|=O(\Delta t)$. Comparing \eqref{s1} with the definition of $m$,
\begin{equation}
\mu^1=m+\mathcal L\delta+\tfrac12b(b,\delta)=m+O(\Delta t).
\end{equation}
With $y=(p,r)$ and $g(y)=\big(-m,-\tfrac12(b,m)\big)$ the scheme is $y^{n+1}=y^n+\Delta t\,g(y^n)+O(\Delta t^2)$. The exact flow solves $\dot y=g(y)$, and Taylor expansion gives it the same form. Since $R\ge\sqrt C$, $g$ is smooth, with some Lipschitz constant $\Lambda$ on the set. The error $\epsilon_n$ then obeys, for some constant $c$,
\begin{equation}
\epsilon_{n+1}\le(1+\Lambda\Delta t)\epsilon_n+c\,\Delta t^2
\;\Rightarrow\;
\epsilon_n\le c\,\Delta t\,\frac{e^{\Lambda n\Delta t}-1}{\Lambda}.\qquad\square
\end{equation}

It follows that $r-R(p)$ and, by \eqref{gap}, $H-F$ are also $O(\Delta t)$. The constants depend on the grid, for instance through the largest eigenvalue of $\mathcal L$. On a $16\times16$ grid, after a time $2\tau$, the largest errors in $p$ against an adaptive Runge--Kutta solution were $4.06$, $2.03$ and $1.02\times10^{-3}$ for $\Delta t=0.01$, $0.005$ and $0.0025$, an observed order of $1.00$.

\section{What the theorem does not give}

\textbf{Remark 1: the true energy can rise.} Take a uniform state at $e=0$ with $r^0=R(p^0)$. All terms of \eqref{rank} are uniform and $m=p^3-p$, so
\begin{equation}
\delta=-\frac{p^3-p}{1/\Delta t+s+\tfrac12(b,b)} .
\end{equation}
As $\Delta t\to\infty$ the increment saturates; in general it does not lead to the minimum of $F$. Near $p=1$ the numerator is $2(p-1)$, and the step overshoots to a higher $F$ when
\begin{equation}
\frac1{\Delta t}+s+\tfrac12(b,b)<1 .
\end{equation}
To leading order near the well, $s\ge1$ excludes this for a single uniform step. Farther out it does not: with $s=1$ and $C/|\Omega|=1$, a very large step from $p=1.3$ still raises $F$.

With $s=0.5$, $C/|\Omega|=1$, $\Delta t=100$ and $p^0=1.1$, one has $m=0.231$ and $(b,b)=0.0997$. Hence $\delta=-0.231/0.560=-0.413$. For $P_s=50\ \mu$C/cm$^2$ the polarization goes from $55.0$ to $34.4\ \mu$C/cm$^2$. In the units of the example below, $F$ rises from $0.022$ to $0.136$ eV/nm$^3$ while $H$ falls from $0.022$ to $-0.073$ eV/nm$^3$.

\textbf{Remark 2: false equilibria.} $H$ is bounded below, so \eqref{diss} makes $\sum\Delta t\|\mu\|^2$ finite. Thus $\mu\to0$ and the increments vanish. Any limit point satisfies
\begin{equation}
\mathcal Lp+\zeta\,p(p^2-1-s)=e,\qquad \zeta=r/R(p),
\end{equation}
which is the true equilibrium condition if $\zeta=1$. Each step, however, replaces the change of $R$ by its linear part, and the omitted remainders accumulate in $r$. For a single domain at $e=0$ with $p\neq0$, dividing by $p$ gives $s+\zeta(p^2-1-s)=0$, or
\begin{equation}
p^2=1+s-s/\zeta .
\end{equation}
Iteration from the exactly uniform state $p=1.1$ with $\Delta t=5$ settled at $\zeta=0.8539$. The formula gives $p^2=1.5-0.5/0.8539=0.914$, hence $47.8\ \mu$C/cm$^2$, as found; the true value is $50$. The value reached depends on the history and on the cell. A non-uniform perturbation with $k_z=0$ is orthogonal to $b$, and each step multiplies it by $1-(2\zeta p^2+\ell^2k^2)/(1/\Delta t+s+\ell^2k^2)$. At this state, with the $\ell^2=0.2$ nm$^2$ of the example below, the factor is about $-1.2$ for the longest wave of a $16$ nm cell. On such a cell a slightly perturbed start leaves the state and can settle at a smaller $\zeta$ on the same curve; one run along $x$ ended at $\zeta=0.79$ and $46.5\ \mu$C/cm$^2$. A vanishing increment is therefore no proof of equilibrium, and $\zeta$ should be monitored.

\textbf{Remark 3: slow walls are retarded.} Consider a straight $180^\circ$ wall parallel to $z$, weakly driven, with $r\simeq R$. At rest its profile is $p=\tanh(x/\xi)$ with $\xi=\sqrt2\,\ell$, since then $\ell^2p''=p^3-p$. If it moves at velocity $v$, $\delta\simeq-v\Delta t\,p'$ to first order in $e$. Project \eqref{rank} on $p'$, per unit length of wall. Three facts simplify the result.

First, $(b,p')=0$, because $Rbp'$ is the $x$-derivative of $\tfrac14(p^2-1-s)^2$, which is equal on both sides. Second, the first-order distortion of the profile drops out of $(p',m)$, because $p'$ is a null vector of the symmetric linearized operator. What remains is $(p',m)=-e\int p'dx=-2e$. Third, with $t=\tanh(x/\xi)$,
\begin{align}
\int p'^2dx&=\frac1\xi\int_{-1}^1(1-t^2)\,dt=\frac4{3\xi},\\
\int p''^2dx&=\frac4{\xi^3}\int_{-1}^1(1-t^2)t^2\,dt=\frac{16}{15\xi^3}.
\end{align}
Their ratio times $\ell^2=\xi^2/2$ is $2/5$, so $(p',Ap')=\frac{4}{3\xi}[1+\Delta t(s+\tfrac25)]$ and
\begin{equation}
|v|=\frac{\tfrac32e\xi}{1+\Delta t\,(s+\tfrac25)} .
\label{speed}
\end{equation}
The numerator is the speed in the exact flow at this order. A larger $s$ protects against overshoot but slows the walls.

\textbf{Remark 4: explicit Euler.} Near $p=1$ at $e=0$, a Fourier mode of amplitude $a$ has energy proportional to $\lambda a^2$ with $\lambda=2+\ell^2k^2+D(k)$. An explicit step multiplies $a$ by $1-\lambda\Delta t$, so the energy falls for $\Delta t<2/\lambda$. The stiffest mode sets the limit $2/\lambda_{\max}$, which shrinks as $h^2$ once the gradient term dominates. Steps at $0.98$ and $1.02$ times this limit did lower and raise $F$, respectively. Replacing $A$ by $1$ in Remark 3 shows that explicit Euler has no wall retardation at that order.

\textbf{Remark 5: scope.} Parts (i) and (ii) use a symmetric non-negative $\mathcal L$ and a differentiable $E_1$ bounded below. They carry over to several polarization components, with a small matrix per wavevector in place of the scalar division. If the permittivity varies in space, $\mathcal L$ loses its constant coefficients; dissipation survives, but the simple solve does not.

\section{Two walls in an applied field}

The parameters are $\alpha=1.25\times10^9$ J\,m/C$^2$, $P_s=50\ \mu$C/cm$^2$, $G=2.5\times10^{-10}$ J\,m$^3$/C$^2$, $\Gamma=800$ C$^2$/(J\,m\,s), $\varepsilon_x=50$ and $\varepsilon_b=5$. They give $\tau=1$ ps, $\ell^2=0.200$ nm$^2$, $\xi=0.632$ nm and an energy unit of $1.95$ eV/nm$^3$. A field of $0.20$ MV/cm is $e=0.032$. Two slightly wavy walls divide a $16$ nm square cell ($64\times64$ points) into equal domains and evolve for $40$ ps, with $s=0.5$ and $C/|\Omega|=1$ held fixed. Energies are per nanometre of depth; initially $F=H=33.48$ eV/nm.

\begin{center}
\begin{tabular}{rrrrr}
$\Delta t$ & $F$ & $H$ & $\zeta$ & mean $P$\\
(ps) & (eV/nm) & (eV/nm) & & ($\mu$C/cm$^2$)\\
0.0125 & 21.41 & 21.45 & 1.00004 & 15.67\\
0.05 & 21.56 & 21.72 & 1.00014 & 15.19\\
0.5 & 22.85 & 23.62 & 1.00069 & 11.19\\
5 & 27.63 & $-90.41$ & 0.89158 & 1.40
\end{tabular}
\end{center}

$H$ fell at every step of every run. At $5$ ps the true energy rose in four of the eight steps. By \eqref{gap}, $H-F=(\zeta^2-1)R^2$, and $R^2$ contains $C=256\times1.95=499$ eV/nm, so a $\zeta$ very close to one can still accompany a visible gap. The size of $C$ is not the cause of the gap: at small steps a larger $C$ leaves $H-F$ almost unchanged, while $\zeta-1\simeq(H-F)/(2R^2)$ falls as $1/(E_1+C)$, which is proportional to $1/C$ only for $C\gg E_1$.

Equation \eqref{speed} accounts for the loss of polarization at the three smaller steps. The exact-flow speed is $1.5\times0.032\times0.6325=0.03036$ nm/ps, so each wall moves $1.214$ nm in $40$ ps. Two walls convert a fraction $2\times1.214/16=0.152$ of the cell, and each converted part changes $p$ by $2$: this contributes $0.304\,P_s=15.2\ \mu$C/cm$^2$. The domains themselves respond by $e/2$, adding $0.8$. Dividing the wall part by $1+0.9\,\Delta t$ predicts $15.8$, $15.3$ and $11.3\ \mu$C/cm$^2$, against $15.67$, $15.19$ and $11.19$. At $5$ ps the prediction is $3.6$ against $1.40$, because the domains overshoot. A small uniform shift of both domains is orthogonal to $b$, which has opposite signs in them, so by \eqref{rank} each step multiplies it by about $1-2/(1/\Delta t+s)$. This is $-1.86$ here: the mean polarization oscillates with growing amplitude until nonlinear terms limit it. With $s=1.5$ the factor is $-0.18$, and the same run gives $2.19$ against a predicted $2.25\ \mu$C/cm$^2$.

The explicit Euler limit on this grid is $0.030$ ps. At that step \eqref{speed} already implies a speed error of about $3\%$. Here unconditional dissipation thus permits longer steps only at the price of larger errors in wall motion. The balance shifts on finer grids, where the Euler limit falls while \eqref{speed} is unchanged.

The parameters lie roughly in the regime of lithium tantalate, a uniaxial crystal with $180^\circ$ domains, but $G$ was chosen for resolution and $\Gamma$ for a round $\tau$, so the $30$ m/s wall speed is not a material prediction. The model's uniform-switching field is $2.4$ MV/cm; real crystals switch at roughly a tenth of that or less, through nucleation and wall motion. With rough elastic constants, the neglected electrostrictive energy is $4\%$ of the well depth. If it acted as a $4\%$ change of $\alpha$ at fixed $P_s$, the speed, which varies as $\alpha^{-1/2}$, would move by $2\%$. Other omissions are less benign. The wall half-width is only $1.3$ rough lattice spacings, so lattice pinning could slow or stop the wall, by an amount this continuum model cannot give. At $300$ K, $k_BT$ is $0.21$ of the well energy in a volume $\xi^3$, so thermal noise is not negligible. The soft-mode period is about $0.17\,\tau$. An overdamped mode of angular frequency $\omega$ and damping rate $\gamma$ relaxes at the rate $\omega^2/\gamma$; matching this to the model's $2/\tau$ near a well needs $\gamma/\omega=\omega\tau/2\approx19$. The purely relaxational law thus assumes very strong damping and does not describe a lightly damped lattice mode. Self-heating without heat loss is about $2.5$ K, of which about $1.5$ K comes from straightening the initial waves. The initial wavy walls carry a peak axial field of $3.1$ MV/cm, above a rough breakdown field of $1$ MV/cm; real walls of this shape would need screening charge. By the end the peak is the applied $0.20$ MV/cm. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
alpha 1.250e+09 J m/C2, G 2.50e-10 J m3/C2
Ps 50.0 uC/cm2, Gamma 800 C2/(J m s)
relative permittivities: x 50, axial background 5
applied field 0.20 MV/cm, reduced e 0.0320
uniform-switching field 2.406 MV/cm
tau 1.000 ps, ell^2 0.200 nm2, xi 0.632 nm
energy density unit 1.9505 eV/nm3
S 0.50, C per area 1.00 (reduced)
cell 16 nm, grid 64x64, h 0.250 nm
initial phase wave 0.20 rad, duration 40 ps
Poisson check, relative errors n=32, 64: 9.02e-03, 2.26e-03
largest difference from dense solve 1.8e-15
largest relative identity error 4.7e-16
order test dt/tau 0.0100: p error 4.064e-03, r-R 9.897e-04
order test dt/tau 0.0050: p error 2.031e-03, r-R 4.971e-04
order test dt/tau 0.0025: p error 1.016e-03, r-R 2.491e-04
observed orders: p 1.000, r-R 0.997
explicit Euler limit 0.0299 ps
one uniform step, dt 100 ps, E=0:
  P 55.00 -> 34.37 uC/cm2
  true F 0.0215 -> 0.1357 eV/nm3
  modified H 0.0215 -> -0.0731 eV/nm3
false equilibrium, dt 5 ps, E=0: |P| 47.814 uC/cm2, zeta 0.85393
initial true energy 33.4835 eV/nm
dt 0.0125 ps: 3200 steps, 2 solves/step, F rose in 0
  F 21.4063, H 21.4495 eV/nm, zeta 1.000038
  mean P 15.6680 uC/cm2
dt 0.0500 ps: 800 steps, 2 solves/step, F rose in 0
  F 21.5605, H 21.7213 eV/nm, zeta 1.000143
  mean P 15.1887 uC/cm2
dt 0.5000 ps: 80 steps, 2 solves/step, F rose in 0
  F 22.8474, H 23.6212 eV/nm, zeta 1.000687
  mean P 11.1892 uC/cm2
dt 5.0000 ps: 8 steps, 2 solves/step, F rose in 4
  F 27.6340, H -90.4145 eV/nm, zeta 0.891579
  mean P 1.4020 uC/cm2
peak axial field: start 3.087, end 0.200 MV/cm
rough breakdown field 1.0 MV/cm
rough electrostriction 0.02 m4/C2, stiffness 250 GPa
elastic energy / well depth 0.0400
kT / (well depth * xi^3) at 300 K: 0.210
xi / rough lattice spacing 0.5 nm: 1.26
soft-mode period / tau at rough 6 THz: 0.167
self-heating 2.519 K at rough 3 J/(cm3 K)
\end{verbatim}
